**Bertaut lattice energies and the effect of profile smoothness**

The program tests the formula E = (2π/V) Σ|S|²f²/G² − u Σq² − 2πQ²⟨r²⟩/(3V) for periodic point charges replaced by non-overlapping spheres. Here V is the cell volume, S the structure factor, f the transform of the unit sphere charge, u its self-energy, ⟨r²⟩ its mean square radius and Q the net cell charge. It asserts agreement with a direct real-space sum, extrapolated in the width of a Gaussian convergence factor, for rock salt, neutral and charged triclinic cells, and a charged simple cubic lattice. It also asserts the transforms and self-energies against their definitions, the dipole term of a sphere of whole cells, and the error made when spheres overlap. For a transform that decays as G^(−p), the fitted error exponents must lie within 0.4 of 2p−1. The output gives 3.01, 4.97, 7.03 and 8.97 for the profiles (1−r²/R²)^m with m = 0 to 3, and 6.96 for (1−r/R)³, whose central cusp limits the decay. For NaCl with a rough lattice constant of 0.56 nm, the point-ion energy is −8.987 eV per formula unit, and the estimated short-range repulsion that the model omits is 1.14 eV.

## Numerical check

```python
# Bertaut's method for the electrostatic energy of a periodic set of point charges.
# Result under test (Coulomb constant = 1, energy per cell of volume V):
#   E = (2 pi/V) sum_{G!=0} |S(G)|^2 f(GR)^2/G^2 - (u/R) sum q_i^2
#       - 2 pi Q^2 <r^2> R^2/(3V)
# S: structure factor of the charges q_i, Q: their sum, R: radius of the
# non-overlapping spheres, f: transform of the unit sphere charge,
# u and <r^2>: its self-energy and mean square radius for R = 1.
# Also tested: if |f| ~ x^-p, the truncation error falls as x_c^-(2p-1), x = GR.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import spherical_jn, factorial2

r = sp.symbols('r', positive=True)


def shape_constants(shape):
    """Norm, self-energy and mean square radius of a polynomial profile, R = 1."""
    norm = sp.integrate(sp.expand(4 * sp.pi * r**2 * shape), (r, 0, 1))
    radial = sp.expand(4 * sp.pi * r**2 * shape / norm)
    enclosed = sp.integrate(radial, r)
    field = sp.integrate(sp.expand(enclosed**2 / r**2), (r, 0, 1))
    r2 = sp.integrate(sp.expand(radial * r**2), (r, 0, 1))
    return radial, sp.nsimplify(field / 2 + sp.Rational(1, 2)), r2


def smooth_transform(m):
    def f(x):
        x = np.maximum(x, 1e-2)
        return float(factorial2(2*m + 3)) * spherical_jn(m + 1, x) / x**(m + 1)
    return f


def cusp_transform(x):
    y = np.maximum(x, 0.1)
    full = 360/y**4 + 360*np.sin(y)/y**5 - 1440*(1 - np.cos(y))/y**6
    return np.where(np.asarray(x) < 0.1, 1 - np.asarray(x)**2/28, full)


def lattice_vectors(basis, radius):
    """All integer combinations of the rows of basis with length <= radius."""
    dual = np.linalg.inv(basis).T
    n = np.ceil(radius * np.linalg.norm(dual, axis=1)).astype(int)
    grid = np.mgrid[-n[0]:n[0]+1, -n[1]:n[1]+1, -n[2]:n[2]+1]
    vectors = grid.reshape(3, -1).T @ basis
    return vectors[np.einsum('ij,ij->i', vectors, vectors) <= radius**2]


def direct_energy(cell, charges, positions):
    """Real-space pair sum with factor exp(-r^2/s^2), extrapolated to s = inf."""
    volume = abs(np.linalg.det(cell))
    scale = volume**(1/3)
    s = np.array([4.0, 6.0, 8.0])
    vectors = lattice_vectors(cell, 5.5*s[-1]*scale + 2*scale)

    def pair_sum(shift):
        dist = np.linalg.norm(vectors + shift, axis=1)
        dist = dist[dist > 1e-9]
        return np.array([np.sum(np.exp(-(dist/(w*scale))**2)/dist) for w in s])

    energy = 0.5*np.sum(charges**2)*pair_sum(np.zeros(3))
    for i in range(len(charges)):
        for j in range(i):
            energy += charges[i]*charges[j]*pair_sum(positions[i] - positions[j])
    energy -= np.pi*np.sum(charges)**2*(s*scale)**2/volume
    return np.linalg.solve(np.column_stack([s**0, s**-2, s**-4]), energy)[0]


def shortest_distance(cell, positions):
    shifts = np.mgrid[-2:3, -2:3, -2:3].reshape(3, -1).T @ cell
    d = positions[:, None, None] - positions[None, :, None] + shifts
    d = np.linalg.norm(d, axis=-1)
    return d[d > 1e-9].min()


def reciprocal_set(cell, charges, positions, gmax):
    g = lattice_vectors(2*np.pi*np.linalg.inv(cell).T, gmax)
    length = np.linalg.norm(g, axis=1)
    order = np.argsort(length)[1:]
    s2 = np.abs(np.exp(-1j*(g[order] @ positions.T)) @ charges)**2
    return length[order], s2


def bertaut_energy(cell, charges, positions, prof, radius, xmax):
    volume = abs(np.linalg.det(cell))
    g, s2 = reciprocal_set(cell, charges, positions, xmax/radius)
    recip = 2*np.pi/volume*np.sum(s2*prof['f'](g*radius)**2/g**2)
    background = 2*np.pi*charges.sum()**2*prof['r2']*radius**2/(3*volume)
    return recip - prof['u']*np.sum(charges**2)/radius - background


# ---- profiles: transform and self-energy against their definitions
profiles = {}
x_grid = np.arange(0, 2000.005, 0.01)
for name, m in [('m=0', 0), ('m=1', 1), ('m=2', 2), ('m=3', 3), ('m=6', 6),
                ('cusp', None)]:
    shape = (1 - r)**3 if m is None else (1 - r**2)**m
    radial, u, r2 = shape_constants(shape)
    f = cusp_transform if m is None else smooth_transform(m)
    density = sp.lambdify(r, radial, 'math')
    for x in (2.3, 9.1, 25.0):
        value = quad(lambda t: density(t)*np.sinc(x*t/np.pi), 0, 1,
                     epsabs=1e-12, limit=200)[0]
        assert abs(value - f(x)) < 1e-9
    integrand = f(x_grid)**2/np.pi
    pieces = 0.5*(integrand[1:] + integrand[:-1])*0.01
    tail = np.append(np.cumsum(pieces[::-1])[::-1], 0.0)
    assert abs(tail[0] - float(u)) < 1e-5
    p = 4 if m is None else m + 2
    mean_square = 360.0**2 if m is None else float(factorial2(2*m + 3))**2/2
    if name != 'm=6':
        law = mean_square/(np.pi*(2*p - 1)*200.0**(2*p - 1))
        assert abs(np.interp(200.0, x_grid, tail)/law - 1) < 0.05
    profiles[name] = dict(f=f, u=float(u), u_exact=u, r2=float(r2), p=p, tail=tail)

# ---- low-symmetry cell, neutral and charged, against the direct sum
tri_cell = np.array([[1.0, 0, 0], [0.2, 1.1, 0], [0.1, -0.15, 0.9]])
tri_pos = np.array([[0, 0, 0], [.5, .5, .05], [.05, .5, .5], [.55, .05, .5]]) @ tri_cell
tri_radius = shortest_distance(tri_cell, tri_pos)/2
tri_results = []
for q in (np.array([1, -2, 1.5, -0.5]), np.array([1, -2, 1.5, 0.5])):
    reference = direct_energy(tri_cell, q, tri_pos)
    for name in ('m=1', 'm=2', 'm=3', 'cusp'):
        value = bertaut_energy(tri_cell, q, tri_pos, profiles[name], tri_radius, 60)
        assert abs(value - reference) < 2e-5
    tri_results.append((q.sum(), reference, value))
    s2 = reciprocal_set(tri_cell, q, tri_pos, 150)[1]
    assert abs(s2.mean()/np.sum(q**2) - 1) < 0.02

# ---- charged simple cubic lattice
cube = np.eye(3)
one, origin = np.array([1.0]), np.zeros((1, 3))
cubic_energy = bertaut_energy(cube, one, origin, profiles['m=3'], 0.5, 60)
assert abs(cubic_energy - direct_energy(cube, one, origin)) < 1e-5

# ---- whole cells summed in a growing sphere: extra dipole term
dip_q = np.array([1.0, -1.0])
dip_pos = np.array([[0, 0, 0], [0.3, 0.2, 0.1]])
periodic = bertaut_energy(cube, dip_q, dip_pos, profiles['m=3'],
                          shortest_distance(cube, dip_pos)/2, 30)
cells = lattice_vectors(cube, 20.3)
sphere = 0.0
for i in range(2):
    for j in range(2):
        dist = np.linalg.norm(cells + dip_pos[i] - dip_pos[j], axis=1)
        sphere += 0.5*dip_q[i]*dip_q[j]*np.sum(1/dist[dist > 1e-9])
dipole_term = 2*np.pi*np.sum((dip_q @ dip_pos)**2)/3
assert abs(sphere - periodic - dipole_term) < 1e-3

# ---- rock salt, conventional lattice constant 1, two ions per primitive cell
salt_cell = 0.5*np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0.0]])
salt_q = np.array([1.0, -1.0])
salt_pos = np.array([[0, 0, 0], [0.5, 0, 0]])
near = shortest_distance(salt_cell, salt_pos)
radius = near/2
volume = abs(np.linalg.det(salt_cell))
exact = bertaut_energy(salt_cell, salt_q, salt_pos, profiles['m=6'], radius, 94)
salt_direct = direct_energy(salt_cell, salt_q, salt_pos)
assert abs(exact - salt_direct) < 1e-5
madelung = -exact*near

# ---- spheres that overlap: error equals the penetration energy of 6 contacts
big = 1.3*radius
prof = profiles['m=1']
overlap_error = bertaut_energy(salt_cell, salt_q, salt_pos, prof, big, 110) - exact
pair = 2/(np.pi*big)*np.sum(0.01*prof['f'](x_grid)**2
                            * np.sinc(x_grid*near/big/np.pi)) - 0.01/(np.pi*big)
penetration = -6*(pair - 1/near)
assert abs(overlap_error - penetration) < 1e-5 and overlap_error > 1e-4

# ---- convergence with cutoff
g, s2 = reciprocal_set(salt_cell, salt_q, salt_pos, 94/radius)
x_shell = g*radius
cutoffs = np.geomspace(15, 50, 300)
scan = np.arange(2.0, 93.0, 0.05)
for name, prof in profiles.items():
    terms = 2*np.pi/volume*s2*prof['f'](x_shell)**2/g**2
    partial = np.append(0.0, np.cumsum(terms)) - 2*prof['u']/radius

    def error(x):
        return exact - partial[np.searchsorted(x_shell, x)]

    prof['count'] = []
    for tol in (1e-2, 1e-5):
        hit = scan[np.argmax(error(scan) < tol*abs(exact))]
        assert error(hit) < tol*abs(exact)
        prof['count'].append(int(np.searchsorted(x_shell, hit)))
    prof['error20'] = float(error(20.0))
    if name == 'm=6':
        continue
    raw = error(cutoffs)
    assert np.all(raw > 0)
    predicted = 2*np.interp(cutoffs, x_grid, prof['tail'])/radius
    prof['slope'] = -np.polyfit(np.log(cutoffs), np.log(raw), 1)[0]
    prof['ratio'] = np.exp(np.mean(np.log(raw/predicted)))
    prof['left'] = np.median(np.abs(raw - predicted)/raw)
    assert abs(prof['slope'] - (2*prof['p'] - 1)) < 0.4
    assert abs(prof['ratio'] - 1) < 0.2
    assert prof['left'] < 0.5

# ---- NaCl numbers; all material inputs are rough
a_nm, bulk_gpa, debye_k, temp_k = 0.56, 25.0, 300.0, 300.0
alpha_cl, excitation_ev = 0.003, 10.0      # nm^3 and eV
eps_static, defect_radius = 6.0, 0.2       # relative permittivity and nm
coulomb = const.e/(4*np.pi*const.epsilon_0)*1e9       # eV nm
kb = const.k/const.e
d_nm = a_nm*near
to_ev = coulomb/a_nm
energy_ev = exact*to_ev
strength = madelung*coulomb
bulk = bulk_gpa*1e9*1e-27/const.e                     # eV/nm^3
born_n = 1 + 18*bulk*d_nm**4/strength
repulsion = strength/(born_n*d_nm)


def born_energy(v):
    d = (v/2)**(1/3)
    return -strength/d + repulsion*(d_nm/d)**born_n


v0 = 2*d_nm**3
dv = 1e-3*v0
curvature = (born_energy(v0+dv) - 2*born_energy(v0) + born_energy(v0-dv))/dv**2
assert abs(v0*curvature/bulk - 1) < 1e-3
assert abs(born_energy(v0+dv) - born_energy(v0-dv))/(2*dv) < 1e-3*bulk
dispersion = 6*0.75*alpha_cl**2*excitation_ev/(a_nm/np.sqrt(2))**6
box = 2*a_nm
image = cubic_energy*coulomb/(eps_static*box)
finite_size = 2*np.pi*coulomb*defect_radius**2/(3*eps_static*box**3)

print('Profiles (R=1): self-energy u, mean square radius')
for name, prof in profiles.items():
    print(f"  {name}: u = {prof['u_exact']} = {prof['u']:.6f}, <r^2> = {prof['r2']:.6f}")
print('Triclinic cell, reduced units: net charge, direct sum, Bertaut (cusp)')
for total, ref, val in tri_results:
    print(f'  Q = {total:.1f}: {ref:.6f}, {val:.6f}')
print(f'Simple cubic, unit charge + background: E L/q^2 = {cubic_energy:.6f}')
print(f'Dipolar cubic cell: periodic {periodic:.5f}, sphere of cells {sphere:.5f}')
print(f'  difference {sphere-periodic:.5f}, 2 pi D^2/(3V) = {dipole_term:.5f}')
print(f'Rock salt Madelung constant: Bertaut {madelung:.8f}, direct {-salt_direct*near:.6f}')
print(f'Spheres 1.3 times too large (m=1): error {overlap_error:.6f}, '
      f'penetration {penetration:.6f} (e^2/a)')
print('Error exponent fitted (expected), error/tail, part left after correction')
for name, prof in profiles.items():
    if 'slope' in prof:
        print(f"  {name}: {prof['slope']:.2f} ({2*prof['p']-1}), "
              f"{prof['ratio']:.3f}, {prof['left']:.3f}")
print('G vectors for relative error 1e-2 and 1e-5; NaCl error at GR=20 (eV)')
for name, prof in profiles.items():
    print(f"  {name}: {prof['count'][0]}, {prof['count'][1]}; {prof['error20']*to_ev:.2e}")
print(f'NaCl: a = {a_nm} nm, ion distance = {d_nm:.2f} nm, sphere R = {d_nm/2:.2f} nm')
print(f'Coulomb constant e^2/(4 pi eps0) = {coulomb:.6f} eV nm')
print('Shells, m=2: h^2+k^2+l^2, vectors, GR, f, energy (eV per formula unit)')
prof = profiles['m=2']
h2 = np.rint((g/(2*np.pi))**2).astype(int)
running = 0.0
for shell in (3, 11, 19, 27, 35):
    pick = h2 == shell
    fx = prof['f'](x_shell[pick])
    part = np.sum(2*np.pi/volume*s2[pick]*fx**2/g[pick]**2)*to_ev
    running += part
    print(f'  {shell}: {pick.sum()}, {x_shell[pick][0]:.4f}, {fx[0]:.6f}, {part:.6f}')
self_ev = 2*prof['u']/radius*to_ev
print(f'Sum of shells {running:.6f} eV, self-energy {self_ev:.6f} eV')
print(f'Five-shell energy {running-self_ev:.6f} eV, converged {energy_ev:.6f} eV')
print(f'Converged energy = {energy_ev*const.e*const.N_A/1000:.1f} kJ/mol')
print(f'Rough inputs: bulk modulus {bulk_gpa} GPa, Debye {debye_k} K, T {temp_k} K')
print(f'  Cl- polarizability {alpha_cl} nm^3, excitation energy {excitation_ev} eV')
print(f'Neglected: repulsion {repulsion:.2f} eV (Born exponent {born_n:.1f})')
print(f'  Cl-Cl dispersion -{dispersion:.2f} eV, zero-point {2.25*kb*debye_k:.3f} eV')
print(f'  classical thermal energy 6kT = {6*kb*temp_k:.3f} eV')
print(f'Defect: L = {box:.2f} nm, permittivity {eps_static}, image energy {image:.4f} eV')
print(f'  finite-radius term (radius {defect_radius} nm) = {finite_size:.4f} eV')
print('all tests passed')
```

Printed output:

```
Profiles (R=1): self-energy u, mean square radius
  m=0: u = 3/5 = 0.600000, <r^2> = 0.600000
  m=1: u = 5/7 = 0.714286, <r^2> = 0.428571
  m=2: u = 350/429 = 0.815851, <r^2> = 0.333333
  m=3: u = 2205/2431 = 0.907034, <r^2> = 0.272727
  m=6: u = 245388/215441 = 1.139003, <r^2> = 0.176471
  cusp: u = 23/22 = 1.045455, <r^2> = 0.214286
Triclinic cell, reduced units: net charge, direct sum, Bertaut (cusp)
  Q = 0.0: -8.836995, -8.836995
  Q = 1.0: -9.061034, -9.061035
Simple cubic, unit charge + background: E L/q^2 = -1.418649
Dipolar cubic cell: periodic -2.95031, sphere of cells -2.65709
  difference 0.29322, 2 pi D^2/(3V) = 0.29322
Rock salt Madelung constant: Bertaut 1.74756459, direct 1.747564
Spheres 1.3 times too large (m=1): error 0.011926, penetration 0.011928 (e^2/a)
Error exponent fitted (expected), error/tail, part left after correction
  m=0: 3.01 (3), 1.004, 0.011
  m=1: 4.97 (5), 0.985, 0.021
  m=2: 7.03 (7), 1.024, 0.029
  m=3: 8.97 (9), 0.959, 0.040
  cusp: 6.96 (7), 0.998, 0.024
G vectors for relative error 1e-2 and 1e-5; NaCl error at GR=20 (eV)
  m=0: 50, 29122; 1.16e-03
  m=1: 8, 1458; 5.14e-05
  m=2: 50, 530; 3.90e-06
  m=3: 50, 386; 6.56e-07
  m=6: 168, 386; 4.35e-08
  cusp: 88, 2396; 9.78e-05
NaCl: a = 0.56 nm, ion distance = 0.28 nm, sphere R = 0.14 nm
Coulomb constant e^2/(4 pi eps0) = 1.439965 eV nm
Shells, m=2: h^2+k^2+l^2, vectors, GR, f, energy (eV per formula unit)
  3: 8, 2.7207, 0.651772, 7.417600
  11: 24, 5.2097, 0.161401, 0.372166
  19: 24, 6.8469, 0.006283, 0.000326
  27: 32, 8.1621, -0.021510, 0.003591
  35: 48, 9.2930, -0.012693, 0.001447
Sum of shells 7.795130 eV, self-energy 16.782804 eV
Five-shell energy -8.987673 eV, converged -8.987254 eV
Converged energy = -867.1 kJ/mol
Rough inputs: bulk modulus 25.0 GPa, Debye 300.0 K, T 300.0 K
  Cl- polarizability 0.003 nm^3, excitation energy 10.0 eV
Neglected: repulsion 1.14 eV (Born exponent 7.9)
  Cl-Cl dispersion -0.11 eV, zero-point 0.058 eV
  classical thermal energy 6kT = 0.155 eV
Defect: L = 1.12 nm, permittivity 6.0, image energy -0.3040 eV
  finite-radius term (radius 0.2 nm) = 0.0143 eV
all tests passed
```
